# Density at the nucleus of p1/2 and p3/2 Dirac orbitals

## 1. Definitions and conventions

One electron moves in the potential $V(r)$ of a fixed nucleus of charge $Z$. The algebra is in atomic units, so $c=1/\alpha$. The symbols are

$$x=Z\alpha=\frac Zc,\qquad \varepsilon=\frac{E}{c^2},\qquad \gamma_\kappa=\sqrt{\kappa^2-x^2},\qquad \gamma=\sqrt{1-x^2},$$

where $E$ includes the rest energy and $0<x<1$. The orbital is

$$\psi=\frac1r\begin{pmatrix}P(r)\,\chi_\kappa\\ iQ(r)\,\chi_{-\kappa}\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1 .$$

$P$ is called the large and $Q$ the small component. The normalized spin-angular functions obey $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa$ and $\sigma_r\chi_\kappa=-\chi_{-\kappa}$. Since $\boldsymbol\sigma\cdot\mathbf L$ equals $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$, we have $\kappa=-(l+1)$ and $\kappa=l$ respectively. The small component carries $-\kappa$, and therefore its own orbital momentum $l'$:

| orbital | $\kappa$ | $l$ | $l'$ |
|---|---|---|---|
| s1/2 | $-1$ | 0 | 1 |
| p1/2 | $+1$ | 1 | 0 |
| p3/2 | $-2$ | 1 | 2 |

The density averaged over angles is $\rho(r)=(P^2+Q^2)/(4\pi r^2)$.

What "density at the nucleus" means depends on the nuclear model. For a point nucleus the s1/2 and p1/2 densities both diverge, and the meaningful quantity is their ratio as $r\to0$. For a nucleus of finite size both are finite at the centre. The order $(Z\alpha)^2$ refers to the p1/2 density relative to that of the s1/2 orbital with the same $n$. The indicial equations give the powers of $r$ and the component ratios; the order of magnitude also needs the normalization.

## 2. The radial equations

Use $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$. For any radial function $F$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac Fr\chi_\kappa=-i\sigma_r\left[\frac{F'}r-\frac F{r^2}+\frac{(\kappa+1)F}{r^2}\right]\chi_\kappa=\frac ir\left(F'+\frac{\kappa F}r\right)\chi_{-\kappa}.$$

The lower row of the Dirac equation then gives $c(P'+\kappa P/r)=(E-V+c^2)Q$. In the upper row the factor $i$ in front of $Q$ produces $i^2=-1$, so $-c(Q'-\kappa Q/r)=(E-V-c^2)P$. With $V=-Z/r$,

$$P'=-\frac{\kappa}{r}P+\left[c(1+\varepsilon)+\frac xr\right]Q,\qquad
Q'=\frac{\kappa}{r}Q+\left[c(1-\varepsilon)-\frac xr\right]P. \tag{1}$$

## 3. Indicial equations for a point nucleus

Insert $P\simeq a r^s$, $Q\simeq b r^s$. The most singular terms are of order $r^{s-1}$; the terms with $c(1\pm\varepsilon)$ are one power higher and drop out. What remains is

$$(s+\kappa)a=xb,\qquad (s-\kappa)b=-xa. \tag{2}$$

A nonzero solution requires $s^2-\kappa^2+x^2=0$, or $s=\pm\gamma_\kappa$. We take $s=+\gamma_\kappa$. The negative root is not normalizable when $\gamma_\kappa\ge\tfrac12$; for $|\kappa|=1$ and $\sqrt3/2<x<1$ it would be normalizable, and there the positive root is part of the definition of the model.

**s1/2.** The second equation gives $(\gamma+1)b=-xa$, so $b/a=-x/(1+\gamma)$.

**p1/2.** The first equation gives $(\gamma+1)a=xb$, so $a/b=x/(1+\gamma)$. Near the nucleus the "small" component is the larger one. Because $x^2=(1-\gamma)(1+\gamma)$, its share of the density there is

$$\frac{b^2}{a^2+b^2}=\frac1{1+\frac{1-\gamma}{1+\gamma}}=\frac{1+\gamma}2 . \tag{3}$$

Both orbitals have $\rho\propto r^{2\gamma-2}$, a divergence that is weak for small $x$ and approaches $r^{-2}$ as $x\to1$.

**p3/2.** Here $\rho\propto r^{2\gamma_2-2}$ with $\gamma_2=\sqrt{4-x^2}>1$, so the density tends to zero.

These results use the $1/r$ part of $V$ alone. Adding a bounded potential, such as a mean-field screening potential that is finite at the nucleus, leaves (2) unchanged. The amplitudes derived in Sections 5 and 6, in contrast, are hydrogenic.

## 4. Indicial equations for a finite nucleus

Now let $V(r)\to V_0$, a finite value, at the centre. The leading terms decouple: $(s+\kappa)a=0$ and $(s-\kappa)b=0$. The regular solution has $s=|\kappa|$.

For p1/2, $s=1$ forces $a=0$, so $Q\simeq br$. The large component follows from

$$P'+\frac Pr=\left[c(1+\varepsilon)-\frac{V_0}c\right]br\quad\Rightarrow\quad P\simeq\frac13\left[c(1+\varepsilon)-\frac{V_0}c\right]br^2 .$$

Hence $\rho(0)=b^2/4\pi$, all of it from the small component, which has $l'=0$.

For p3/2, $s=2$ forces $b=0$, so $P\simeq ar^2$. Then $Q'+2Q/r=[c(1-\varepsilon)+V_0/c]\,ar^2$ gives $Q\propto r^3$. The density vanishes as $r^2$. Neither component is s-like.

## 5. Energies and the link between s1/2 and p1/2

We return to the point nucleus to find the amplitude.

**Energy.** Write (1) as $u'=(A/r+B)u$ with $u=(P,Q)^T$ and

$$A=\begin{pmatrix}-\kappa&x\\-x&\kappa\end{pmatrix},\qquad B=c\begin{pmatrix}0&1+\varepsilon\\1-\varepsilon&0\end{pmatrix}.$$

Let $\eta=\sqrt{1-\varepsilon^2}$, $\lambda=c\eta$ and $u=r^{\gamma_\kappa}e^{-\lambda r}\sum_k v_kr^k$. Equal powers of $r$ give

$$(\gamma_\kappa+k-A)v_k=(B+\lambda)v_{k-1}.$$

The matrix $B+\lambda$ has eigenvalues $0$ and $2\lambda$. An unending series would grow as $e^{2\lambda r}$ and spoil normalization, so it must end at some $k=n_r$, with $(B+\lambda)v_{n_r}=0$. This fixes $v_{n_r}\propto(\sqrt{1+\varepsilon},-\sqrt{1-\varepsilon})^T$. The row $w=(\sqrt{1-\varepsilon},-\sqrt{1+\varepsilon})$ satisfies $w(B+\lambda)=0$, so the recursion at $k=n_r$ requires $w(\gamma_\kappa+n_r-A)v_{n_r}=0$. With $v_{n_r}$ as written,

$$wv_{n_r}=2\eta,\qquad wAv_{n_r}=-\kappa\eta-x(1-\varepsilon)+x(1+\varepsilon)+\kappa\eta=2x\varepsilon,$$

$$(\gamma_\kappa+n_r)\,\eta=x\varepsilon\quad\Rightarrow\quad \varepsilon=\frac{\gamma_\kappa+n_r}{\sqrt{(\gamma_\kappa+n_r)^2+x^2}},\qquad n=n_r+|\kappa|. \tag{4}$$

The energy depends on $|\kappa|$, so $n$s1/2 and $n$p1/2 are degenerate. For $n_r=0$ the vector $v_0$ must also obey (2). It has $b/a<0$, while p1/2 needs $a/b>0$, so there is no 1p1/2 state. For $n=2$ and $|\kappa|=1$, $(1+\gamma)^2+x^2=2(1+\gamma)$ and $\varepsilon=\sqrt{(1+\gamma)/2}$.

**The map.** Let $(P,Q)$ be the normalized $n$s1/2 solution and define

$$\tilde P=xP+(1+\varepsilon)Q,\qquad \tilde Q=(1-\varepsilon)P+xQ. \tag{5}$$

These solve (1) for $\kappa=+1$ at the same $\varepsilon$. To see it, insert the s1/2 equations into the derivatives:

$$\tilde P'=c(1-\varepsilon^2)P+xc(1+\varepsilon)Q-\frac{\varepsilon x}rP+\frac{x^2-1-\varepsilon}rQ .$$

The p1/2 equation demands that this equal

$$-\frac{\tilde P}r+\left[c(1+\varepsilon)+\frac xr\right]\tilde Q .$$

Its terms with $c$ agree at sight. The coefficient of $P/r$ is $-x+x(1-\varepsilon)=-\varepsilon x$, and that of $Q/r$ is $-(1+\varepsilon)+x^2$, as required. In the same way

$$\tilde Q'=xc(1-\varepsilon)P+c(1-\varepsilon^2)Q+\frac{1-\varepsilon-x^2}rP-\frac{\varepsilon x}rQ ,$$

and in $\tilde Q/r+[c(1-\varepsilon)-x/r]\tilde P$ the coefficient of $P/r$ is $1-\varepsilon-x^2$ and that of $Q/r$ is $x-x(1+\varepsilon)=-\varepsilon x$. The two sides agree.

## 6. Normalization and the density ratio

Write $\langle f\rangle=\int_0^\infty f\,dr$ for the s1/2 state. From (5),

$$\langle\tilde P^2+\tilde Q^2\rangle=x^2+(1-\varepsilon)^2\langle P^2\rangle+(1+\varepsilon)^2\langle Q^2\rangle+4x\langle PQ\rangle. \tag{6}$$

**First integral.** The radial equations make the energy functional

$$\int_0^\infty\left\{c^2(P^2-Q^2)+V(P^2+Q^2)+c\left[Q\left(P'+\tfrac{\kappa P}r\right)-P\left(Q'-\tfrac{\kappa Q}r\right)\right]\right\}dr$$

stationary at fixed norm. Replace $P(r)$ by $\sqrt t\,P(tr)$, and $Q$ likewise. The norm and the first term do not change; the other two terms are both multiplied by $t$. Stationarity at $t=1$ makes their sum zero, so $E=c^2\langle P^2-Q^2\rangle$, or $\langle P^2-Q^2\rangle=\varepsilon$. Boundary terms vanish because $P,Q\propto r^\gamma$ with $\gamma>0$. With the norm, $\langle P^2\rangle=(1+\varepsilon)/2$ and $\langle Q^2\rangle=(1-\varepsilon)/2$.

**Second integral.** Multiply the s1/2 equations by $P$ and $Q$, then add and subtract:

$$\tfrac12(P^2+Q^2)'=\frac{P^2-Q^2}r+2cPQ,$$

$$\tfrac12(P^2-Q^2)'=\frac{P^2+Q^2}r+\left[2c\varepsilon+\frac{2x}r\right]PQ .$$

Multiply by $r$ and integrate, the left sides by parts:

$$-\tfrac12=\varepsilon+2c\langle rPQ\rangle,\qquad -\tfrac12\varepsilon=1+2c\varepsilon\langle rPQ\rangle+2x\langle PQ\rangle .$$

The first gives $2c\langle rPQ\rangle=-\tfrac12-\varepsilon$. The second then gives $2x\langle PQ\rangle=-\tfrac12\varepsilon-1+\varepsilon(\tfrac12+\varepsilon)=-(1-\varepsilon^2)$.

**Norm.** The two middle terms of (6) add up to $\tfrac12(1-\varepsilon^2)[(1-\varepsilon)+(1+\varepsilon)]=1-\varepsilon^2$, and the last term is $-2(1-\varepsilon^2)$. Therefore

$$\langle\tilde P^2+\tilde Q^2\rangle=x^2-(1-\varepsilon^2)=\varepsilon^2-\gamma^2 .$$

For $n=1$, (4) gives $\varepsilon=\gamma$ and the map yields zero, in agreement with the missing 1p1/2 state. For $n\ge2$, $\varepsilon>\gamma$.

**Amplitude.** Near the nucleus, $b=-xa/(1+\gamma)$ for s1/2. The leading coefficient of $\tilde Q$ is

$$\tilde b=(1-\varepsilon)a-\frac{x^2}{1+\gamma}a=(1-\varepsilon-1+\gamma)a=-(\varepsilon-\gamma)a .$$

By Section 3, $a^2+b^2=a^2[1+x^2/(1+\gamma)^2]$ and $\tilde a^2+\tilde b^2=\tilde b^2[1+x^2/(1+\gamma)^2]$. The bracket is common and cancels. Dividing the p1/2 density by its norm gives, for $n\ge2$,

$$\lim_{r\to0}\frac{\rho_{np_{1/2}}}{\rho_{ns_{1/2}}}=\frac{(\varepsilon-\gamma)^2}{\varepsilon^2-\gamma^2}=\frac{\varepsilon-\gamma}{\varepsilon+\gamma}. \tag{7}$$

For small $x$, $\gamma=1-x^2/2+O(x^4)$ and $\varepsilon=1-x^2/(2n^2)+O(x^4)$. The numerator is $\tfrac12x^2(1-1/n^2)$ and the denominator is 2 at leading order, so

$$\frac{\rho_{np_{1/2}}}{\rho_{ns_{1/2}}}\to\frac{n^2-1}{4n^2}(Z\alpha)^2+O\big((Z\alpha)^4\big). \tag{8}$$

## 7. Where the factor comes from

For weak coupling, at distances where $x/r\ll2c$, the first equation of (1) reduces to $Q\simeq(P'+\kappa P/r)/(2c)$. A nonrelativistic p orbital has $P\simeq Ar^2$ near the nucleus. For p1/2, $Q\simeq(2Ar+Ar)/(2c)=3Ar/(2c)$, the form of an s wave. For p3/2, the two terms cancel: $2Ar-2Ar=0$. The large component $Ar^2$ is negligible against $3Ar/(2c)$ for $r\ll1/c$, so the picture holds in the window $x/(2c)\ll r\ll1/c$. The ends of this window differ by the factor $2/x$, so it is wide only for light nuclei; for $Z=53$ the factor is about 5, and the picture then gives the order of magnitude of the ratio, not a range of $r$ where the density is purely small-component. Closer in, Section 3 gives $Q\propto r^\gamma$ for p1/2 and $P\propto r^\gamma$ for s1/2 with the same relative admixture of the other component, so the ratio keeps its leading value. The slope of the p orbital thus supplies the density. In the ratio, the factor $1/c$ in $Q$ gives $\alpha^2$, and the squared slope divided by the squared s amplitude gives $Z^2$.

For $n=2$ the normalized radial functions are $\sqrt{Z^5/24}\;re^{-Zr/2}$ for 2p and $\sqrt{Z^3/2}\,(1-Zr/2)e^{-Zr/2}$ for 2s. The ratio of densities is

$$\frac{9}{4c^2}\,\frac{Z^5/24}{Z^3/2}=\frac3{16}(Z\alpha)^2,$$

which is (8) for $n=2$.

## 8. What finite size does to the ratio

Inside a heavy nucleus $|V|\gg2c^2$, and the factors $E-V+c^2$ and $E-V-c^2$ in the radial equations are nearly equal. Call both $cf$. Then $P'=-\kappa P/r+fQ$ and $Q'=\kappa Q/r-fP$. The replacement $(P,Q,\kappa)\to(Q,-P,-\kappa)$ maps this pair onto itself, so the inner s1/2 and p1/2 solutions are images of each other. The same holds in the Coulomb region just outside the surface, as long as $x/r\gg2c$; the inner solutions are matched there. Finite size therefore changes the two densities by nearly the same factor, and (7) remains a good estimate of the ratio at the centre. This is an approximation, and its error comes from the term $c(1+\varepsilon)$ that breaks the symmetry. For a nuclear radius $R$ the coupling $|V|/c$ is of order $x/R$. In s1/2 it drives a $Q$ of order $xP$ at $r\sim R$, which $c(1+\varepsilon)$ feeds back into $P$ with relative size $cxR=ZR$. In p1/2 the same two couplings act in the opposite order and give the same size. For $x$ up to about 0.6 the relative error is therefore of order $ZR$, with $R$ in bohr; for $x$ close to 1 it is larger. This estimate does not need $|V|\gg2c^2$, and it becomes smaller, not larger, for light nuclei.

## 9. Example: the one-electron iodine ion

Take $Z=53$ and $n=2$, with the Dirac equation and a fixed nucleus, without radiative corrections. Then $x=0.38676$, $\gamma=0.92218$ and

$$\varepsilon=\sqrt{\frac{1+0.92218}2}=0.98035 .$$

The binding energies are 10040 eV for 2s1/2 and 2p1/2, and 9646 eV for 2p3/2. Equation (7) gives

$$\frac{0.98035-0.92218}{0.98035+0.92218}=0.0306 .$$

The leading term (8) is $\tfrac3{16}(0.38676)^2=0.0280$, about 8 percent below the full value. At $Z=80$ the two are 0.0793 and 0.0639, and the leading term is 19 percent too low.

In the whole 2p1/2 orbital the small component holds $(1-\varepsilon)/2=0.0098$ of the norm. Close to the point nucleus its share of the density is $(1+\gamma)/2=0.961$. Going outwards, the large component first overtakes it at 0.0041 angstrom.

Point-nucleus densities, in angstrom$^{-3}$:

| $r$ (angstrom) | 2s1/2 | 2p1/2 | 2p3/2 |
|---|---|---|---|
| $10^{-5}$ | $1.378\times10^5$ | $4.22\times10^3$ | $0.0063$ |
| $10^{-4}$ | $9.45\times10^4$ | $2.93\times10^3$ | $0.524$ |
| $10^{-3}$ | $5.46\times10^4$ | $1.98\times10^3$ | $40.3$ |

Towards the nucleus the first two columns rise slowly, with limiting exponent $2\gamma-2=-0.156$. The third falls with exponent $2\gamma_2-2=1.924$.

Now replace the point by a uniformly charged sphere of radius $6.0\times10^{-5}$ angstrom, a round model value. The first row of the table lies inside this sphere and so belongs to the point model alone. Just outside the surface, as in the second row, the finite size still lowers the densities, by about 1.6 percent for 2s1/2, 1.4 percent for 2p1/2 and 0.05 percent for 2p3/2. The potential at the centre is 37 times the rest energy deep, so the condition of Section 8 holds. The central densities are $1.062\times10^5$ angstrom$^{-3}$ for 2s1/2 and $3.27\times10^3$ angstrom$^{-3}$ for 2p1/2. Their ratio is 0.0308, which is 0.8 percent above the point value. The two densities depend on the nuclear model by more than the digits shown: a Gaussian charge distribution with the same root-mean-square radius raises both by about 1.1 percent, and a sphere of radius $6.13\times10^{-5}$ angstrom lowers both by about 0.35 percent. The ratio stays 0.0308 in both cases. The 2p3/2 density vanishes at the centre as $r^2$.

The numerical check obtains these states by numerical integration from arbitrary starting vectors and compares them with the exponents, component ratios, integrals, map and density ratio derived above.

## Computed values

```
One-electron iodine ion, Z = 53
x = Z alpha (no unit): 0.38676
gamma for |kappa|=1 (no unit): 0.92218
gamma for |kappa|=2 (no unit): 1.96225
eps of 2s1/2 and 2p1/2 (no unit): 0.980352
2s1/2 binding energy: 10040.0 eV
2s1/2 density exponent, numerical: -0.1556
2p1/2 binding energy: 10040.0 eV
2p1/2 density exponent, numerical: -0.1556
2p3/2 binding energy: 9645.6 eV
2p3/2 density exponent, numerical: 1.9245
2s1/2 Q/P near nucleus: -0.2012
2p1/2 P/Q near nucleus: 0.2012
2p1/2 small-component share: 0.9611
2p1/2 small-component norm: 0.00982
Norm of mapped 2s1/2 state: 0.11067
2p1/2 radius where P overtakes Q: 0.00411 angstrom
Point-nucleus densities in 1/angstrom^3:
r (angstrom)   2s1/2       2p1/2       2p3/2
1e-05  1.3784e+05  4.2205e+03  6.2964e-03
1e-04  9.4531e+04  2.9323e+03  5.2441e-01
1e-03  5.4600e+04  1.9828e+03  4.0274e+01
Density ratio np1/2 : ns1/2 at a point nucleus (no unit):
 Z  n  x        numerical  exact      leading
10  2  0.07297  0.001001   0.001001   0.000998
53  2  0.38676  0.030576   0.030576   0.028047
80  2  0.58379  0.079326   0.079326   0.063902
53  3  0.38676  0.036150   0.036150   0.033241
Finite nucleus, sphere radius: 6.0e-05 angstrom
Central potential depth / rest energy: 37.34
2s1/2 density at centre: 1.0624e+05 1/angstrom^3
2p1/2 density at centre: 3.2729e+03 1/angstrom^3
2p3/2 density exponent inside: 2.0000
Finite-nucleus ratio 2p1/2 : 2s1/2: 0.030807
Its change from the point value: 0.76 percent
```
